# Elastic dipole tensors and the inverse-volume image energy of supercell defects

## 1. What goes wrong without the correction

A supercell calculation of a point defect describes a periodic array of defects. Each one strains the lattice around its neighbours. In the model of section 7, a neutral defect in a 1 nm cell has an energy 48 meV above its isolated value. At 300 K, where \(kT=25.85\) meV, this changes a Boltzmann factor by \(e^{48.0/25.85}\approx6.4\). Letting the cell relax to zero stress does not remove the error: it becomes \(-32\) meV.

Given the host's elastic constants, both errors follow, to leading order, from one tensor, the strain derivative of the defect energy. The derivative alone does not fix how the interaction decays. That comes from the strain field of a force dipole, which falls as \(r^{-3}\) in a linear elastic solid.

The defect is taken to be neutral and without a permanent electric dipole, and the host stable and not piezoelectric. A neutral defect of low symmetry can have such a dipole; its image energy also scales as \(1/V\) and would have to be added. The atoms stay in one energy basin as the strain varies. Cells of different size have the same shape.

## 2. The dipole tensor

Let \(V\) be the stress-free volume of the host cell. Let \(E_D(\varepsilon)\) be the relaxed energy of the cell with the defect minus that without it, both at homogeneous strain \(\varepsilon\). Define

\[
P_{ij}=-\left.\frac{\partial E_D}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0},\qquad dE_D=-P_{ij}\,d\varepsilon_{ij},
\]

with repeated indices summed. The host energy has no linear term in \(\varepsilon\), so the residual stress of the defective cell is \(\sigma_{ij}=V^{-1}\partial E/\partial\varepsilon_{ij}=-P_{ij}/V\). The energy of a defect that pulls inward falls when the cell shrinks, so its \(P\) is negative.

To connect \(P\) with forces, take a harmonic Bravais host with sites \(\mathbf R\). A site moves by \(\varepsilon\mathbf R+\mathbf u(\mathbf R)\), with \(\mathbf u\) periodic. The defect adds a short-ranged energy \(\Delta\Phi\), which need not be harmonic:

\[
E=\tfrac V2\,\varepsilon:C:\varepsilon+\tfrac12\,u\cdot D\cdot u+\Delta\Phi(\varepsilon\mathbf R+\mathbf u).
\]

There is no host term linear in both \(\varepsilon\) and \(u\): uniform strain leaves every site a centre of inversion, so it exerts no net force there. With \(F=-\partial\Delta\Phi/\partial u\), equilibrium reads \(Du=F\). Since \(E\) is stationary in \(u\), only the explicit strain dependence contributes to the derivative:

\[
\frac{\partial E_D}{\partial\varepsilon_{ij}}=\sum_{\mathbf R}\frac{\partial\Delta\Phi}{\partial u_i(\mathbf R)}R_j
\quad\Rightarrow\quad P_{ij}=\sum_{\mathbf R}F_i(\mathbf R)R_j .
\]

The forces sum to zero, so the origin is immaterial. I assume that they exert no net torque on the reference sites, which makes \(P\) symmetric; symmetry ensures this for the defects in ordered hosts below. In a glass or a crystal with a basis, strain also displaces atoms inside the cell. The force moment must then include those displacements, while the definition by the derivative stands.

## 3. Eliminating the host

Let \(x\) denote the displacements of the few sites on which \(\Delta\Phi\) depends. Holding them at \(x\) requires forces \(f\) with \(x=Gf\), where \(G\) is the host Green function between these sites. The host energy is then \(\tfrac12f\cdot G\cdot f=\tfrac12x\cdot G^{-1}\cdot x\). Uniform translation is excluded, since the forces sum to zero. Hence

\[
E[G]=\operatorname*{stat}_x\left\{\Delta\Phi(x)+\tfrac12x\cdot G^{-1}\cdot x\right\},\qquad G^{-1}x=F .
\]

Replace the isolated \(G\) by the periodic one, \(G+\delta G\). By stationarity the change of \(x\) does not matter to first order, and \(\delta(G^{-1})=-G^{-1}\,\delta G\,G^{-1}\). Therefore

\[
E_{\rm img}=-\tfrac12F\cdot\delta G\cdot F .
\]

Near the defect \(\delta G\) is smooth and even in \(\mathbf r=\mathbf R-\mathbf R'\). Expand it:

\[
\delta G_{ik}(\mathbf r)=\delta G_{ik}(0)+\tfrac12r_jr_l\,\partial_j\partial_l\delta G_{ik}(0)+\dots
\]

The constant vanishes because \(\sum F=0\). In \(r_jr_l=R_jR_l+R'_jR'_l-R_jR'_l-R'_jR_l\), the first two products vanish for the same reason, and the last two contribute equally. The factor is \(-\tfrac12\cdot\tfrac12\cdot(-2)=+\tfrac12\):

\[
E_{\rm img}=\tfrac12P_{ij}P_{kl}\,\partial_j\partial_l\,\delta G_{ik}(0).
\]

## 4. The inverse-volume law

At long wavelength the Green function is \(\Gamma^{-1}(\hat q)/q^2\), with \(\Gamma_{ik}=C_{ijkl}\hat q_j\hat q_l\). Two derivatives bring down \(-q_jq_l\), which cancels \(q^{-2}\). Define

\[
\Lambda(\hat q)=(P\hat q)\cdot\Gamma^{-1}(\hat q)\cdot(P\hat q).
\]

The periodic Green function is a sum over \(\mathbf q\neq0\), because a fixed cell permits no uniform strain. The isolated one is an integral. Their difference gives

\[
E_{\rm img}=\frac12\left[\int\!\frac{d^3q}{(2\pi)^3}\Lambda-\frac1V\sum_{\mathbf q\ne0}\Lambda\right].
\]

For a cubic cell of edge \(L\), put \(\mathbf q=2\pi\mathbf m/L\) with integer \(\mathbf m\) in the sum. Then \(d^3q/(2\pi)^3=d^3m/V\). Since \(\Lambda\) depends on direction alone, \(L\) survives only in the prefactor:

\[
E_{\rm img}=\frac{W}{2V},\qquad
W=\lim_{t\to0}\left[\int d^3m\,\Lambda e^{-tm^2}-\sum_{\mathbf m\ne0}\Lambda e^{-tm^2}\right].
\]

The Gaussian gives each dipole a small width, which is then removed. In real space one would in general sum terms falling as \(R^{-3}\), whose total can depend on the order of summation. For an isotropic dipole in an isotropic medium each of these terms is zero, and the image energy comes only from holding the cell fixed. Omitting \(\mathbf m=0\) settles this by stating that the cell is fixed.

The third-order term of the expansion, which would couple dipole and quadrupole, is absent because \(\delta G\) is even. Fourth derivatives of \(\delta G\) scale as \(L^{-5}\), as does the first lattice correction to \(\Gamma^{-1}/q^2\). The second order in \(\delta G\) gives \(V^{-2}=L^{-6}\). Thus \(E_D(V)=E_\infty+W/(2V)+O(L^{-5})\).

## 5. Isotropic medium, fixed and released cells

Let \(P_{ij}=p\,\delta_{ij}\), with Lamé constants \(\lambda,\mu\), and let \(M=\lambda+2\mu\). Then \(\Gamma=\mu\,\mathbb 1+(\lambda+\mu)\hat q\hat q\), so \(\Gamma\hat q=M\hat q\) and \(\Lambda=p^2/M\). The integral of \(e^{-tm^2}\) is \((\pi/t)^{3/2}\). By Poisson summation the sum over all \(\mathbf m\) has the same value up to exponentially small terms as \(t\to0\). Leaving out \(\mathbf m=0\) removes 1 from it, so

\[
W=\frac{p^2}{M},\qquad E_{\rm img}=+\frac{p^2}{2MV}.
\]

The same result has a direct reading. The force density of the defect is \(-p\nabla\delta(\mathbf r)\), and the equilibrium condition \(M\nabla(\nabla\!\cdot\mathbf u)=p\nabla\delta\) gives \(\nabla\!\cdot\mathbf u=(p/M)\delta(\mathbf r)\). In a fixed cell the mean dilatation must vanish, so a uniform dilatation \(-p/(MV)\) is added. Along each axis the defect feels the strain \(e=-p/(3MV)\). Its interaction energy is \(-3pe\), and half of that belongs to each defect: \(\tfrac12(-3pe)=p^2/(2MV)\).

If the cell is released, the energy changes by \(\tfrac V2\varepsilon:C:\varepsilon-P:\varepsilon\). The minimum lies at \(\varepsilon=S:P/V\), with \(S=C^{-1}\), and the drop is \(P:S:P/(2V)\). For \(\varepsilon_{ij}=e\,\delta_{ij}\) and bulk modulus \(K=\lambda+2\mu/3\), the change is \(\tfrac92KVe^2-3pe\). This gives \(e=p/(3KV)\) and a drop \(p^2/(2KV)\), so

\[
E_{\rm released}-E_\infty=\frac{p^2}{2V}\left(\frac1M-\frac1K\right)<0,
\]

because \(M-K=4\mu/3>0\). For this isotropic dipole, at this order, the fixed cell lies above the isolated limit and the released cell below it. A dipole with shear components can reverse either sign. In a cubic cell with \(\lambda=\mu\), \(P=\mathrm{diag}(s,-s,0)\) gives \(W-P:S:P=+0.23\,s^2/\mu\), so the released cell lies above the limit. A pure \(P_{xy}=s\) gives \(W=-0.007\,s^2/\mu\); this reversal of the fixed-cell sign needs a Poisson ratio above about 0.24 and is marginal at \(\lambda=\mu\).

## 6. Polarizability of the defect

Strain also changes the dipole. For hydrostatic strain \(e\) write \(E_D=E_0-3pe-\tfrac12Ae^2\). The image strain \(e=-p/(3MV)\) adds, by stationarity, \(-\tfrac12Ae^2\), which is the fraction \(-A/(9MV)\) of \(E_{\rm img}\). The dipole itself becomes \(p+Ae/3=p\,[1-A/(9MV)]\). In the released cell \(9KV\) is replaced by \(9KV-A\), so the drop is divided by \(1-A/(9KV)\).

## 7. A neutral defect that pulls inward

The host is a simple-cubic lattice of spacing \(a=0.25\) nm, with equal springs \(k=78.02\) eV/nm² to first and second neighbours. This makes it elastically isotropic with \(\lambda=\mu=50\) GPa, hence \(M=936.2\) eV/nm³ and \(K=520.1\) eV/nm³. The defect adds 18 springs of twice that stiffness to the same neighbours, with rest lengths 0.04 nm too short. The neighbours move inward by 0.009 to 0.010 nm.

In the 2 nm cell the force moment and the strain derivative both give \(p=-9.0837\) eV. The 8 nm cell gives \(-9.0547\) eV. The polarizability \(A=-222\) eV accounts for the difference: \(222/(9\times936.2\times8)=0.0033\), and the 8 nm value already holds 1/64 of this shift. Removing it gives \(-9.0542\) eV for the isolated defect and predicts \(-9.0840\) eV at 2 nm. From the large-cell value,

\[
W=\frac{(9.0547)^2}{936.2}=0.0876\ \text{eV nm}^3,\qquad
\frac{W}{2\times1\ \text{nm}^3}=43.8\ \text{meV}.
\]

The table gives the energies of fixed cells, relaxed explicitly. The limit \(E_\infty\) is extrapolated from the 4 and 8 nm cells, using the law and an \(L^{-5}\) remainder, so the agreement at large \(L\) is not an independent test. Energy differences between cells do not need \(E_\infty\): their ratio to the law is 0.995 from 2 to 4 nm and 0.997 from 4 to 8 nm.

| \(L\) (nm) | \(E_D-E_\infty\) (meV) | \(p^2/(2MV)\) (meV) |
|---|---|---|
| 1.0 | 48.01 | 43.79 |
| 1.5 | 13.08 | 12.97 |
| 2.0 | 5.449 | 5.473 |
| 4.0 | 0.682 | 0.684 |

The law leaves 4.2 meV unexplained at 1 nm and 0.02 meV at 2 nm. Releasing the 2 nm cell lowers the energy by 9.857 meV, against \(p^2/(2KV)=9.915\) meV with the dipole of that cell. Dividing by \(1+222/(9\times520.1\times8)=1.0059\) gives 9.857 meV.

## 8. The remainder

For this defect the remainder is positive at 1.5 nm and negative at 2 nm, so it is not a pure \(L^{-5}\) term there. Two effects compete. By the fraction in section 6, polarizability adds 0.10 meV at 1.5 nm, nearly the whole remainder there, but only 0.02 meV at 2 nm, where a negative lattice correction outweighs it. The next order in \(q\) gives the \(L^{-5}\) part of the lattice correction. Measure \(q\) in units of \(1/a\), and let \(f_1,f_2\) be the outward forces on first and second neighbours. Let \(\mathbf b\) run over the nine bond directions, one from each opposite pair. Up to a phase,

\[
\mathbf F=2\sum_{\mathbf b}f_b\hat b\sin(\mathbf q\cdot\mathbf b),\qquad
D=2k\sum_{\mathbf b}[1-\cos(\mathbf q\cdot\mathbf b)]\,\hat b\hat b .
\]

To lowest order \(\mathbf F_1=g\mathbf q\), with \(g=2f_1+4\sqrt2f_2=p/a\), and \(D_2^{-1}\mathbf q=\mathbf q/(3kq^2)\). The next terms are \(\mathbf F_3=-\tfrac13\sum f_b\hat b(\mathbf q\cdot\mathbf b)^3\) and \(D_4=-\tfrac k{12}\sum(\mathbf q\cdot\mathbf b)^4\hat b\hat b\). The correction to \(\mathbf F\cdot D^{-1}\cdot\mathbf F\) is therefore

\[
\frac{2g\,\mathbf F_3\cdot\mathbf q}{3kq^2}-\frac{g^2\,\mathbf q\cdot D_4\cdot\mathbf q}{9k^2q^4}.
\]

With \(s_n=\sum_i\hat q_i^n\), the bond sums over second neighbours are \(\sum(\hat q\cdot\mathbf b)^4=6-2s_4\) and \(\sum(\hat q\cdot\mathbf b)^6=30s_4-26s_6\). Those over first neighbours are \(s_4\) and \(s_6\). Apart from an isotropic term, the correction is \(q^2/k\) times

\[
-\tfrac29g(f_1-\sqrt2f_2)\,s_4+\tfrac{g^2}{108}(15s_4-12s_6).
\]

The isotropic term, proportional to \(q^2\), is a polynomial in \(\mathbf q\) and has no long-range part. The combination \(s_6-\tfrac{15}{11}s_4+\tfrac{30}{77}\), multiplied by \(r^6\), satisfies Laplace's equation, so it is a pure harmonic of degree six. Hence \(s_6\) carries \(\tfrac{15}{11}\) of the degree-four harmonic in \(s_4\). For \(f_1=-4.847\) and \(f_2=-4.689\) eV/nm, \(g=-36.22\) eV/nm, and the degree-four coefficient is

\[
14.4+182.2-198.8=-2.2\ \text{(eV/nm)}^2,
\]

or \(-0.002g^2\). With first-neighbour springs alone, \(f_2=0\) and \(f_1=g/2\), and it is \((-\tfrac19+\tfrac{15}{108}-\tfrac{12}{108}\cdot\tfrac{15}{11})g^2=-0.124g^2\). The degree-four part of the 18-spring defect is thus small by cancellation. The degree-six part has the coefficient \(-g^2/9\) for both defects and does not cancel, but its lattice sum is smaller. Relative to \(W\), the summation below gives the 18-spring defect a leading remainder about a fifth as large as that with first-neighbour springs and of opposite sign, and higher orders compete with it.

Summing this correction over \(\mathbf m\) as in section 4 gives, for the remainder at 4 nm minus that at 8 nm, about \(-2.6\) µeV for 18 springs at the Gaussian width used in the program, and \(-2.7\) µeV in the limit of zero width; relaxation gives \(-2.09\) µeV. Polarizability supplies about \(+0.28\) µeV of the difference. Using the 8 nm dipole in the law instead of the isolated one contributes about \(-0.06\) µeV. The \(L^{-7}\) and \(L^{-9}\) terms were not derived; fitting the lattice sum to inverse powers of \(L\) gives about \(+0.41\) and \(-0.07\) µeV for them, which closes the balance to within about 0.05 µeV. For the first-neighbour defect the formula gives 1.05 µeV and relaxation 1.12 µeV, with a fitted decay exponent of 5.25.

## 9. Other hosts and other defects

Three variations test the assumptions by comparing energy differences between cells with the law.

- **Anisotropy and low symmetry.** First-neighbour host springs are stiffened by a factor of 1.6, and the defect has no inversion centre: \(P_{xx}=P_{yy}=P_{xy}=-1.41\) eV, \(P_{zz}=2.33\) eV. The general \(W\) is 0.0161 eV nm³. The ratio of computed to predicted difference is 0.957 from 2 to 4 nm and 0.984 from 4 to 8 nm.
- **Nonlinear host.** If host bonds respond to their true length, \(p\) becomes \(-9.22\) eV. The ratio is 1.005 from 1.5 to 3 nm and 0.993 from 3 to 6 nm.
- **Disorder.** Host springs vary randomly within ±40%, and the 2 nm host is repeated to make the 4 nm one. For six defect sites \(p\) runs from \(-9.25\) to \(-8.80\) eV. With each site's own \(p\) and the effective \(M=146.9\) GPa, the ratio lies between 0.990 and 1.005.

The last case supports using effective constants for this kind of disorder. It does not include a random network topology or atoms that change basin. If the defect switches basin under strain, \(E_D\) has a kink or a jump, and one \(P\) no longer describes it.

## 10. Beside a real oxide film

The elastic constants and spacing are round numbers of the order expected for amorphous indium gallium zinc oxide, not fitted to it. The dipole is a model choice, not a computed property of its oxygen vacancy. Its relaxation volume, \(p/K=-0.0174\) nm³, slightly exceeds one site volume of the model in magnitude, \(a^3=0.0156\) nm³, which I would regard as large. Half the dipole would give a quarter of the image energy, about 11 meV at 1 nm.

Neutrality can fail in a device, since vacancies can act as donors. A charge \(e\) interacting with its images and a uniform neutralizing background has energy \(-\alpha e^2/(8\pi\epsilon_0\epsilon_rL)\), with \(\alpha=2.837\) for a cubic cell. For \(\epsilon_r=15\), a rough value, this is \(-136\) meV at 1 nm and \(-68\) meV at 2 nm. The energy scales as the square of the charge, so a doubly ionized vacancy gives \(-545\) meV at 1 nm. The formula assumes that no free carriers screen the charge. In that case it exceeds the elastic term in size and decays more slowly, so it must be treated first.

The tensor also describes a physical effect in a film. Let a substrate impose an in-plane strain \(\varepsilon_\parallel\) while the surface is free. Zero normal stress, \(2\lambda\varepsilon_\parallel+M\varepsilon_\perp=0\), gives \(\varepsilon_\perp=-\tfrac23\varepsilon_\parallel\) for \(\lambda=\mu\). The trace of the strain is \(\tfrac43\varepsilon_\parallel\). At \(\varepsilon_\parallel=10^{-3}\) the defect energy shifts by \(-p\times\tfrac43\times10^{-3}=+12\) meV: stretching the film opposes a defect that pulls inward.

The remaining values are in the numerical output.

## Computed values

```
site spacing 0.25 nm; lambda = 50.0 GPa, mu = 50.0 GPa
M = 150.0 GPa = 936.2 eV/nm^3; K = 83.33 GPa = 520.1 eV/nm^3
host spring 78.02 eV/nm^2; defect springs: 18, 156.04 eV/nm^2, rest-length change -0.04 nm
outward displacement: first neighbours -0.00893 nm, second -0.00995 nm
outward force: first neighbours -4.8473 eV/nm, second -4.6888 eV/nm
dipole p, force moment, 8 nm cell: -9.05468 eV
dipole p, 2 nm cell: force moment -9.083714 eV, strain slope -9.083714 eV
relaxation volume p/K = -0.01741 nm^3
W = p^2/M = 0.087572 eV nm^3; E_inf = 1.706915 eV
fixed cell: L (nm), sites, E-E_inf (meV), p^2/(2MV) (meV), remainder (meV)
  1.0      64  48.01412  43.78602  4.22809
  1.5     216  13.07636  12.97364  0.10272
  2.0     512  5.44885  5.47325  -0.02440
  4.0    4096  0.68200  0.68416  -0.00216
  8.0   32768  0.08545  0.08552  -0.00007
computed/law for 2->4 nm, 4->8 nm, extrapolated: 0.99536, 0.99650, 0.99689
remainder, (2->4 nm)/(4->8 nm): 10.62 (pure L^-5 gives 32); 4->8 nm: -2.0936 ueV, L^-5 formula -2.6199 ueV
first-neighbour defect: p = -2.4576 eV; computed/law 1.12092, 1.02539, 0.99355
  decay exponent of the remainder 5.252; 4->8 nm: 1.1197 ueV, L^-5 formula 1.0507 ueV
released cell, L = 1.0 nm: linear strain -5.692e-03, E-E_inf = -31.5070 meV
  energy drop 79.5211 meV, p^2/(2KV) = 83.3892 meV, law for E-E_inf -35.0288 meV
released cell, L = 2.0 nm: linear strain -7.234e-04, E-E_inf = -4.4078 meV
  energy drop 9.8567 meV, p^2/(2KV) = 9.9151 meV, law for E-E_inf -4.3786 meV
hydrostatic polarizability -d2E_D/de2 = -222.09 eV; over 9KV at 1 nm: -0.0474, at 2 nm: -0.00593
anisotropic host (first-neighbour springs x1.6), low-symmetry defect:
  Pxx = -1.4138, Pyy = -1.4138, Pzz = 2.3300, Pxy = -1.4138 eV
  W = 0.016133 eV nm^3; computed/law: 0.95668, 0.98417, 0.99333
nonlinear host: p = -9.2168 eV; computed/law (1.5->3, 3->6 nm, extrapolated): 1.0053, 0.9928, 0.9886
disordered host (springs +-40%), 6 sites, M_eff = 146.9 GPa:
  p from -9.246 to -8.802 eV
  computed/law 2->4 nm: mean 0.998, range 0.990 to 1.005
kT at 300 K = 25.85 meV; exp((E-E_inf)/kT), fixed 1 nm cell: 6.406
cubic Madelung constant 2.83730; relative permittivity 15
Coulomb image energy, charge 1, L = 1 nm: 136.2 meV; L = 2 nm: 68.1 meV
```
